# Dirac crossings on rotation axes and the eigenvalue pairs of doublets, part 1

(Sections cited here and not found follow in the second part.)

## First half: doublets, rotation eigenvalues and the conditions for a crossing

Q: Two bands of a crystal with spin-orbit coupling approach each other along a rotation axis. I would expect some small term in the Hamiltonian to mix them, so that they turn away from each other. What could forbid that?

A: A symmetry that gives the two bands different quantum numbers. To see whether one exists, we need the assumptions. The electrons are independent and move in a periodic potential, so that bands are defined. The crystal has inversion $P$ and time reversal $T$, which excludes magnetic order. It also has an $n$-fold rotation $C_n$ with $n=2,3,4$ or $6$, about the $z$ axis. Its space group is symmorphic, which means that one point of the crystal is left fixed by every operation of the point group. We put the origin there.

We study a line of wave vectors $\mathbf k=(\mathbf k_\perp,k_z)$ with fixed $\mathbf k_\perp$ and variable $k_z$. The rotation must map $\mathbf k_\perp$ to itself, up to a reciprocal lattice vector. The line through the zone centre always qualifies, and some lines on the zone boundary do too.

Q: Before the rotation, count the states. With spin-orbit coupling spin is not conserved. Why should a band at a general $k_z$ be degenerate at all?

A: Because of the product $\Theta=PT$. Each factor reverses $\mathbf k$, so $\Theta$ leaves every $\mathbf k$ unchanged and commutes with the Hamiltonian there. Inversion does not act on spin, so $P^2=1$. For one electron $T^2=-1$, and $P$ and $T$ commute. Hence

$$\Theta^2=PTPT=P^2T^2=-1 .$$

The operator $\Theta$ is antiunitary, since $T$ is and $P$ is unitary. For any two states this means

$$\langle\Theta x|\Theta y\rangle=\langle y|x\rangle .$$

Take $x=\psi$ and $y=\Theta\psi$. The left side is $\langle\Theta\psi|\Theta^2\psi\rangle=-\langle\Theta\psi|\psi\rangle$, and the right side is $\langle\Theta\psi|\psi\rangle$. A number equal to its own negative is zero, so $\Theta\psi$ is orthogonal to $\psi$. Both have the same energy and the same $\mathbf k$. Every band is therefore at least a doublet, at every $\mathbf k$ and not just at special points. A crossing of two bands is then a meeting of four states, which is what is called a Dirac crossing here.

Q: Now bring in the rotation. Does it commute with $\Theta$? One acts on spin through complex phases and the other conjugates phases.

A: It does commute, but the spin part deserves a check. With $\theta=2\pi/n$ and $R$ the spatial rotation by $\theta$,

$$(C_n\psi)(\mathbf r)=e^{-i\theta\sigma_z/2}\,\psi(R^{-1}\mathbf r).$$

The spatial part commutes with $\mathbf r\to-\mathbf r$, because both fix the origin and $R(-\mathbf r)=-R\mathbf r$. This is where the common centre is used. The spatial part also contains no complex number, so conjugation does not affect it. For the spin part write $T=i\sigma_yK$, with $K$ complex conjugation. Conjugation turns $e^{-i\theta\sigma_z/2}$ into $e^{+i\theta\sigma_z/2}$, and then $\sigma_y\sigma_z\sigma_y=-\sigma_z$ restores the sign:

$$\sigma_y\,e^{+i\theta\sigma_z/2}\,\sigma_y=e^{-i\theta\sigma_z/2}.$$

So $C_n\Theta=\Theta C_n$. On our line $C_n$ takes a Bloch state at $\mathbf k$ to a Bloch state at the same $\mathbf k$, up to a reciprocal lattice vector, which labels the same space of states. Energy eigenstates can therefore be chosen with a definite rotation eigenvalue $\lambda$.

Q: Which values may $\lambda$ take?

A: Apply the rotation $n$ times. The spatial part has turned by $2\pi$ and is back at the start, while the spin part is $e^{-i\pi\sigma_z}=-1$. So $C_n^n=-1$ and $\lambda^n=-1$, with the solutions

$$\lambda=e^{-2\pi i j/n},\qquad j=\pm\tfrac12,\pm\tfrac32,\dots$$

Values of $j$ that differ by $n$ give the same $\lambda$. The number $j$ is thus an angular momentum that is conserved modulo $n$.

The partner follows from the antiunitary rule that a number passing through $\Theta$ is conjugated. If $C_n\psi=\lambda\psi$, then

$$C_n\Theta\psi=\Theta C_n\psi=\Theta(\lambda\psi)=\lambda^*\Theta\psi .$$

Each doublet carries the pair $\{\lambda,\lambda^*\}$, that is $\{j,-j\}$. We label it by $|j|$, reduced modulo $n$ so that $|j|\le n/2$.

Q: Then list the pairs, please. I want to see whether there is any choice.

A: Substitute the allowed half-integers.

- For $n=2$, $|j|=\tfrac12$ gives $\{i,-i\}$. The next value, $j=\tfrac32$, equals $-\tfrac12$ modulo 2 and gives nothing new.
- For $n=3$, $|j|=\tfrac12$ gives $\{e^{i\pi/3},e^{-i\pi/3}\}$, and $|j|=\tfrac32$ gives $\{-1,-1\}$.
- For $n=4$, $|j|=\tfrac12$ gives $\{e^{i\pi/4},e^{-i\pi/4}\}$, and $|j|=\tfrac32$ gives $\{e^{3i\pi/4},e^{-3i\pi/4}\}$.
- For $n=6$, $|j|=\tfrac12,\tfrac32,\tfrac52$ give $\{e^{i\pi/6},e^{-i\pi/6}\}$, $\{i,-i\}$ and $\{e^{5i\pi/6},e^{-5i\pi/6}\}$.

There are 1, 2, 2 and 3 pairs respectively.

Q: The pair $\{-1,-1\}$ looks suspicious. If the eigenvalue is real, is the partner not the same state?

A: No. The orthogonality of $\psi$ and $\Theta\psi$ came from $\Theta^2=-1$ and did not use $\lambda$. There are two independent states, both with eigenvalue $-1$.

Q: So far these are labels. Show me what they do to a crossing.

A: Let the doublets $a,\Theta a$ and $b,\Theta b$ be close in energy near some $k_z=k_0$ and well separated from all other levels. We need the Hamiltonian matrix in this four-dimensional space. A fixed set of labels can be used along the line: the factor $e^{i(k_z-k_0)z}$ that carries Bloch states from $k_0$ to $k_z$ is unchanged by the rotation about $z$. It is also unchanged by $\Theta$, which conjugates it and reverses $z$. Since the four levels are isolated from the rest, the space they span is itself invariant under $C_n$ and $\Theta$.

First use $\Theta$ alone. Inside one doublet,

$$\langle\Theta a|H\Theta a\rangle=\langle\Theta a|\Theta Ha\rangle=\langle Ha|a\rangle=E_a ,$$

where $E_a=\langle a|H|a\rangle$ is real. For the element between partners, the same rule with $x=a$ and $y=\Theta Ha$ gives

$$-\langle\Theta a|Ha\rangle=\langle\Theta Ha|a\rangle=\langle H\Theta a|a\rangle=\langle\Theta a|Ha\rangle ,$$

so this element vanishes. Each doublet contributes just one energy.

Between the doublets define $\alpha=\langle a|H|b\rangle$ and $\beta=\langle a|H|\Theta b\rangle$. The other two elements follow:

$$\langle\Theta a|H\Theta b\rangle=\langle\Theta a|\Theta Hb\rangle=\langle Hb|a\rangle=\alpha^* ,$$

$$\langle\Theta a|Hb\rangle=-\langle\Theta a|\Theta H\Theta b\rangle=-\langle H\Theta b|a\rangle=-\beta^* .$$

In the second line we replaced $b$ by $-\Theta^2b$. In the order $a,\Theta a,b,\Theta b$ the Hamiltonian is

$$H=\begin{pmatrix}E_a\mathbf 1&X\\X^\dagger&E_b\mathbf 1\end{pmatrix},\qquad X=\begin{pmatrix}\alpha&\beta\\-\beta^*&\alpha^*\end{pmatrix}.$$

Q: And its levels?

A: The columns of $X$ are orthogonal, since $\alpha^*\beta+(-\beta)\alpha^*=0$, and each has squared length $|\alpha|^2+|\beta|^2$. Hence $X^\dagger X=XX^\dagger=(|\alpha|^2+|\beta|^2)\mathbf 1$. Subtract the mean energy $(E_a+E_b)/2$ from $H$ and square. The off-diagonal blocks are $\tfrac12(E_a-E_b)X-\tfrac12(E_a-E_b)X=0$, and what remains is a multiple of the identity. The splitting of the two doublets is therefore

$$S=\sqrt{(E_a-E_b)^2+4|\alpha|^2+4|\beta|^2}. $$

A fourfold point needs $E_a=E_b$, $\alpha=0$ and $\beta=0$. With $\Theta$ alone these are five real conditions.

Q: Five conditions and one variable, $k_z$. That looks hopeless.

A: The rotation can meet some of them for us. On the line $H$ commutes with $C_n$. For states $u$ and $v$ with eigenvalues $\lambda_u$ and $\lambda_v$, evaluate $\langle u|C_nH|v\rangle=\langle u|HC_n|v\rangle$. Because $C_n$ is unitary, it acts to the left as $\lambda_u$, so

$$(\lambda_u-\lambda_v)\langle u|H|v\rangle=0 .$$

States with different eigenvalues do not mix. Three cases arise.

If the two pairs are different, neither eigenvalue of the first occurs in the second. Then $\alpha=\beta=0$ along the whole line. One condition, $E_a=E_b$, is left, and one variable can satisfy it.

If both doublets have the same complex pair, choose $b$ to have the eigenvalue of $a$. Then $\beta$ connects $\lambda$ with $\lambda^*$ and vanishes, but $\alpha$ is free. Three real conditions are left.

If both doublets are $\{-1,-1\}$, nothing is forbidden and all five conditions remain.

With the common mean energy included, the Hamiltonian has 2, 4 and 6 free real parameters in these cases. The numerical output gives the same numbers, found by solving the symmetry constraints on a general Hermitian $4\times4$ matrix.

Q: Then for $C_2$ we are always in the second case.

A: Yes, under the stated assumptions. All doublets on a twofold axis carry $\{i,-i\}$, so any two of them may mix. A crossing there needs three numbers to vanish at one value of $k_z$. It can be arranged by tuning the Hamiltonian, but a general small change will then open a gap, even if it respects every assumed symmetry. For $C_3$, $C_4$ and $C_6$ there are doublets with different pairs, and their crossings survive such changes. The protection belongs to those crossings, and not to every pair of bands on the axis.

Q: You used $P$ and $T$ only in their product. Might inversion by itself remove two of the three conditions for $C_2$?

A: Inversion by itself relates $k_z$ to $-k_z$, so at a general $k_z$ it restricts nothing further. It does act within the space at a point equivalent to its own negative, such as $k_z=0$ on the line through the zone centre. There, doublets of opposite parity have $\alpha=0$. But $k_z$ is now fixed, and no variable is left to satisfy $E_a=E_b$. A meeting at such a point again needs tuning.

Q: Suppose the twofold axis also lies in a mirror plane. Does that help?

A: Take the axis through the zone centre. A mirror $M$ containing it is inversion times a twofold rotation about a perpendicular axis. Hence $M^2=-1$, and $M$ anticommutes with $C_2$, because spin rotations by $\pi$ about perpendicular axes anticommute. So $M$ exchanges the eigenvalues $i$ and $-i$, and so does $\Theta$. Their product keeps each eigenvalue. It is antiunitary, and since $M$ and $\Theta$ commute its square is $M^2\Theta^2=+1$. Such an operator allows a basis in which it is plain complex conjugation, which makes the $2\times2$ Hamiltonian for one eigenvalue real. Then $\alpha$ is real and two conditions remain. That is still one too many.

Q: Counting conditions is persuasive but abstract. Has anything been diagonalized in which this could have gone wrong?

A: Yes. Take one site per cell with the orbitals $s$, $p_x$, $p_y$, $d_{x^2-y^2}$ and $d_{xy}$ and both spins, which gives ten bands or five doublets. Draw random hoppings, and average them so that they respect $C_n$, $P$ and $T$ and no other imposed point symmetry. For each $n$, 16 such models were diagonalized along an axis. The axes included zone-boundary lines for $n=2,3,4$. A gap below $10^{-6}$ in the energy unit of the models was counted as a crossing.

For $C_2$, 194 gap minima and end points contained no crossing, and the smallest gap was 0.014. For $C_3$, $C_4$ and $C_6$ there were 52, 46 and 72 crossings. In each of them the rotation eigenvalues of the four states were computed, and they formed two different pairs.

Q: One assumption still looks decorative. What goes wrong if the crystal is not symmorphic?

A: The rotation and the inversion may lack a common centre. Keep the $C_2$ axis through the origin, and let inversion be $P':\mathbf r\to-\mathbf r+\mathbf t$, with $\mathbf t$ half an in-plane lattice vector. Since $C_2$ reverses $\mathbf t$, the order $C_2P'$ sends $\mathbf r$ to $-R\mathbf r-\mathbf t$, while $P'C_2$ sends it to $-R\mathbf r+\mathbf t$. The two differ by the lattice translation $2\mathbf t$. On a zone-boundary line where $e^{2i\mathbf k\cdot\mathbf t}=-1$, $C_2$ therefore anticommutes with $\Theta'=P'T$, and

$$C_2\Theta'\psi=-\Theta'C_2\psi=-\lambda^*\Theta'\psi .$$

For $\lambda=i$ the partner has $-(-i)=i$. The doublets are now $\{i,i\}$ and $\{-i,-i\}$. These are different pairs, and a twofold axis can protect their crossing. In a symmorphic crystal we can put the origin at the common centre. Every inversion then has the form $\mathbf r\to-\mathbf r+\mathbf R$ with a lattice vector $\mathbf R$, and $C_2$ reverses only its in-plane part $\mathbf R_\perp$. An invariant line has $2\mathbf k_\perp=\mathbf G$, an in-plane reciprocal lattice vector, so the factor is $e^{2i\mathbf k_\perp\cdot\mathbf R_\perp}=e^{i\mathbf G\cdot\mathbf R}=1$ and the escape is closed.

## Second half: existence, dispersion, broken symmetry and a worked case

The symbols carried over are these. $\Theta=PT$ is antiunitary with $\Theta^2=-1$. Each band on the axis is a doublet with $C_n$ eigenvalues $e^{\mp2\pi ij/n}$, labelled by $|j|\le n/2$. Two doublets with energies $E_a$ and $E_b$ and couplings $\alpha$ and $\beta$ are split by

$$S=\sqrt{(E_a-E_b)^2+4|\alpha|^2+4|\beta|^2}.$$

On the axis $\alpha=\beta=0$ if the values of $|j|$ differ, and at least $\alpha$ is allowed if they agree.

Q: You have shown that a crossing may exist without tuning. Does symmetry ever say that it must?

A: The symmetries assumed here do not. Let $\Delta(k_z)=E_a-E_b$ for two doublets with different $|j|$. If $\Delta$ has opposite signs at the two ends of a segment of the axis, continuity forces a zero in between. If it has the same sign at both ends, there may be none. The band order is a matter of energies, which these symmetries do not fix.

The same function shows what protection means. Suppose $\Delta\approx v\,(k_z-k_0)$ with $v\neq0$. A small perturbation that keeps $C_n$, $P$, $T$ and the lattice period adds a small amount $\eta$ to $\Delta$ and leaves $\alpha=\beta=0$. The zero moves to $k_0-\eta/v$, to leading order, and does not disappear. A large change can remove it by making two zeros meet and annihilate. On the axis through the zone centre inversion supplies a second zero at $-k_0$, so the two can meet at $k_z=0$ or at the zone boundary.

On a rotation axis, doublets with different $|j|$ can cross without tuning, and a small perturbation that keeps $C_n$, $P$, $T$ and the lattice period only moves such a crossing, while doublets with equal $|j|$ generally avoid each other. What remains is how the bands separate off the axis, which perturbations open a gap, and a worked example with numbers.
